**Self-trapping energy of the two-site Hubbard–Holstein cluster**

The program tests the decomposition $E_{ST}=E_{loc}+E_{strain}+E_{gain}$ with $E_{gain}=-2E_{strain}$, and the derived condition for the critical repulsion $U_c$ at which $E_{ST}$ changes sign for two carriers on a classical lattice. Here $t$ is the hopping, $U$ the on-site repulsion, $g$ the coupling, $K$ the spring constant and $E_P=g^2/(2K)$. One side of the comparison diagonalises the Fock-space Hamiltonian and minimises the energy over both site displacements; the other uses the derived formulas. The program asserts that the energies, their parts and the double occupancies agree, that the numerical zero of $E_{ST}$ coincides with $U_c$, and that scans of the adiabatic curve reproduce the sign criterion at five couplings and the limits of metastability. It also asserts that three electrons give the one-carrier energy at two values of $U$, and that a spin-restricted mean field spuriously replaces $E_P$ by $E_P-U/4$. For $t=10$ mEh and $E_P=15$ mEh the output shows $U_c=24.68$ mEh, with a metastable trapped state of positive $E_{ST}$ up to $U=26.89$ mEh.

## Numerical verification

```python
"""Self-trapping energy of the two-site Hubbard-Holstein cluster.

Result under test: for a classical lattice the self-trapping energy is
  E_ST = E_loc + E_strain + E_gain,  E_gain = -2 E_strain,
and for two carriers its sign changes at the U that solves
  (sqrt(e1) + sqrt(U))^2 = 8 EP          if e1 U > e0^2 (discontinuous),
  e1 (e0 + e1) / e0      = 8 EP          otherwise      (continuous),
with e0 = (-U + sqrt(U^2 + 16 t^2))/2 and e1 = e0 + U.
Symbols: t hopping, U on-site repulsion, g coupling, K spring constant,
EP = g^2/(2K), x1 and x2 site displacements, y = (x1-x2)/2, delta = g y,
d = <n1-n2>, D total double occupancy, e minus the electronic energy.
Hartree atomic units inside; energies are printed in millihartree (mEh).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize, minimize_scalar

T, G, K = 0.010, 0.060, 0.12
EP = G**2 / (2 * K)
EV = physical_constants["Hartree energy in eV"][0]
M = 1000.0

# Fock space of the modes (1 up, 1 down, 2 up, 2 down)
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)


def annihilator(mode):
    out = np.eye(1)
    for k in range(4):
        out = np.kron(out, parity if k < mode else lower if k == mode else one)
    return out


C = [annihilator(k) for k in range(4)]
NUM = [c.T @ c for c in C]
N1, N2 = NUM[0] + NUM[1], NUM[2] + NUM[3]
HOP = C[0].T @ C[2] + C[1].T @ C[3]
HOP = HOP + HOP.T
DOUBLE = NUM[0] @ NUM[1] + NUM[2] @ NUM[3]
COUNT = np.rint(np.diag(N1 + N2)).astype(int)


def sector(operator, count):
    idx = np.flatnonzero(COUNT == count)
    return operator[np.ix_(idx, idx)]


SEC = {n: [sector(op, n) for op in (HOP, DOUBLE, N1, N2)] for n in (1, 2, 3)}


def h_electron(x, count, u):
    hop, double, n1, n2 = SEC[count]
    return -T * hop + u * double - G * (x[0] * n1 + x[1] * n2)


def elastic(x):
    return 0.5 * K * (x[0]**2 + x[1]**2)


def total_energy(x, count, u):
    return elastic(x) + np.linalg.eigvalsh(h_electron(x, count, u))[0]


def self_trap(count, u):
    """Minimise over both displacements and decompose the energy."""
    unit = G / K
    start = np.array({1: [1., 0.], 2: [2., 0.], 3: [2., 1.]}[count])
    simplex = np.array([start, start + [-0.1, 0.], start + [0., 0.1]])
    best = minimize(lambda s: total_energy(s * unit, count, u) / T, start,
                    method="Nelder-Mead",
                    options=dict(initial_simplex=simplex, xatol=1e-8,
                                 fatol=1e-13, maxiter=2000, maxfev=4000))
    x = best.x * unit
    flat = minimize_scalar(
        lambda s: total_energy((s * unit, s * unit), count, u) / T)
    x0 = np.array([flat.x, flat.x]) * unit
    h_trap, h_flat = h_electron(x, count, u), h_electron(x0, count, u)
    psi = np.linalg.eigh(h_trap)[1][:, 0]
    low, vec = np.linalg.eigh(h_flat)
    psi0 = vec[:, 0]
    hop, double, n1, n2 = SEC[count]
    return dict(
        x=x, x0=x0, psi=psi, e_flat=flat.fun * T,
        total=(best.fun - flat.fun) * T,
        loc=psi @ h_flat @ psi - low[0],
        loc_hop=-T * (psi @ hop @ psi - psi0 @ hop @ psi0),
        strain=elastic(x) - elastic(x0),
        gain=psi @ (h_trap - h_flat) @ psi,
        d=psi @ (n1 - n2) @ psi,
        D=psi @ double @ psi, D0=psi0 @ double @ psi0)


# Closed forms for two carriers
def uniform_levels(u, t=T):
    e0 = 0.5 * (-u + np.sqrt(u * u + 16 * t * t))
    return e0, e0 + u


def energy_of_e(e, u):
    e0, e1 = uniform_levels(u)
    return (e - e0) * ((e + e1) * (e + u) / (8 * EP * e) - 1)


def stationary_e(u):
    roots = np.roots([1., u - 4 * EP, 0., 2 * T * T * u])
    return np.sort(roots[np.abs(roots.imag) < 1e-10].real)


def stability_value(u, t):
    e0, e1 = uniform_levels(u, t)
    return e1 * (e0 + e1) / e0


def sign_value(u, t):
    e0, e1 = uniform_levels(u, t)
    if e1 * u > e0 * e0:
        return (np.sqrt(e1) + np.sqrt(u))**2
    return stability_value(u, t)


def critical_u(ep, t):
    return brentq(lambda u: sign_value(u, t) - 8 * ep, 0., 2 * ep, xtol=1e-14)


def electron_curve(delta, u, t):
    hop, double, n1, n2 = SEC[2]
    stack = (-t * hop + u * double)[None] - delta[:, None, None] * (n1 - n2)[None]
    return np.linalg.eigvalsh(stack)[:, 0]


def adiabatic_curve(delta, u, t, ep):
    """Energy relative to the symmetric state, by diagonalisation."""
    zero = electron_curve(np.zeros(1), u, t)[0]
    return delta**2 / (2 * ep) + electron_curve(delta, u, t) - zero


print(f"hopping t = {T*M:.1f} mEh")
print(f"coupling g = {G:.3f} hartree/bohr")
print(f"spring constant K = {K:.2f} hartree/bohr^2")
print(f"relaxation energy EP = {EP*M:.2f} mEh")

# One carrier, and three electrons as one hole
single = self_trap(1, 0.0)
single_formula = -(EP - T)**2 / (2 * EP)
assert abs(single["total"] - single_formula) < 1e-9
assert abs(single["gain"] + 2 * single["strain"]) < 1e-7
for u in (0.010, 0.026):
    assert abs(self_trap(3, u)["total"] - single_formula) < 1e-9
print("One carrier, any U (mEh):")
print(f" E_loc {single['loc']*M:.4f}  E_strain {single['strain']*M:.4f}"
      f"  E_gain {single['gain']*M:.4f}")
print(f" E_ST {single['total']*M:.4f}  d = {single['d']:.4f}")

# Relaxation of the uniform mode
for n in (1, 2):
    state = self_trap(n, 0.010)
    shift = state["e_flat"] - total_energy((0., 0.), n, 0.010)
    assert abs(shift + EP * n * n / 2) < 1e-9
    print(f"uniform-mode relaxation, N={n}: {shift*M:.3f} mEh")

# Two carriers: numerical decomposition against the closed forms
print("Two carriers (energies in mEh):")
pair = {}
for u in (0.010, 0.020, 0.024, 0.026):
    s = pair[u] = self_trap(2, u)
    e0, e1 = uniform_levels(u)
    e = stationary_e(u)[-1]
    delta = 0.5 * np.sqrt((e + u) * (e + u - 4 * T * T / e))
    strain = delta**2 / (2 * EP)
    assert abs(s["total"] - energy_of_e(e, u)) < 1e-9
    assert abs(s["strain"] - strain) < 1e-7
    assert abs(s["gain"] + 2 * s["strain"]) < 1e-7
    assert abs(s["loc"] - (e0 - e + 2 * strain)) < 1e-7
    assert abs(s["d"] - delta / EP) < 1e-5
    occupancy = [1 - 2*T*T / (a*a + 2*T*T*u / (a + u)) for a in (e, e0)]
    assert abs(s["D"] - occupancy[0]) < 1e-5
    assert abs(s["D0"] - occupancy[1]) < 1e-5
    assert s["D"] > s["D0"]
    print(f"U={u*M:.0f}: E_loc {s['loc']*M:.4f}  E_strain {s['strain']*M:.4f}"
          f"  E_gain {s['gain']*M:.4f}")
    print(f"  E_ST {s['total']*M:.4f}  d {s['d']:.4f}"
          f"  D {s['D']:.4f}  D0 {s['D0']:.4f}")
    print(f"  E_loc parts: hopping {s['loc_hop']*M:.4f}"
          f"  repulsion {u*(s['D']-s['D0'])*M:.4f}")
    print(f"  e0 {e0*M:.4f}  e* {e*M:.4f}  delta* {delta*M:.4f}")

# Slope of the self-trapping energy with U
step = 5e-5
slope = (self_trap(2, 0.020 + step)["total"]
         - self_trap(2, 0.020 - step)["total"]) / (2 * step)
assert abs(slope - (pair[0.020]["D"] - pair[0.020]["D0"])) < 1e-3
print(f"dE_ST/dU at U=20 mEh: {slope:.4f}")

# Sign change: numerical root of the minimised energy against the formula
u_numeric = brentq(lambda u: self_trap(2, u)["total"], 0.022, 0.0265, xtol=1e-10)
u_c = critical_u(EP, T)
assert abs(u_numeric - u_c) < 1e-8
assert pair[0.024]["total"] < 0 < pair[0.026]["total"]

# The sign criterion in both regimes, by scans of the adiabatic curve
for ep in (0.6, 0.75, 1.0, 1.5, 3.0):
    border = critical_u(ep, 1.0)
    grid = np.linspace(0.001, 2.2 * ep, 3000)
    assert adiabatic_curve(grid, 0.99 * border, 1.0, ep).min() < 0
    assert adiabatic_curve(grid, 1.01 * border, 1.0, ep).min() > 0
grid = np.linspace(0.001, 1.1, 1500)
for u in (0.0, 0.5, 2.0):
    assert adiabatic_curve(grid, u, 1.0, 0.499).min() > 0
for ep in (10.0, 20.0):
    assert abs(critical_u(ep, 1.0) - (2 * ep - 1 / ep)) < 1 / ep**3

# Limits of metastability
u_flat = brentq(lambda u: stability_value(u, T) - 8 * EP, 0., 2 * EP)
u_end = brentq(lambda u: u + 1.5 * np.cbrt(4*T*T*u) - 4 * EP, 0., 4 * EP)


def has_trapped_minimum(u):
    curve = adiabatic_curve(np.linspace(0.001 * T, 2.2 * EP, 4000), u, T, EP)
    return bool(np.any((curve[1:-1] < curve[:-2]) & (curve[1:-1] < curve[2:])))


assert has_trapped_minimum(0.995 * u_end)
assert not has_trapped_minimum(1.005 * u_end)
assert not has_trapped_minimum(0.030)
small = np.array([0.01 * T])
assert adiabatic_curve(small, 0.99 * u_flat, T, EP)[0] < 0
assert adiabatic_curve(small, 1.01 * u_flat, T, EP)[0] > 0
print(f"symmetric state stable above U = {u_flat*M:.4f} mEh")
print(f"E_ST changes sign at U_c = {u_c*M:.4f} mEh = {u_c*EV:.4f} eV")
print(f"trapped minimum ends at U = {u_end*M:.4f} mEh")
print(f"estimate 2EP - t^2/EP = {(2*EP - T*T/EP)*M:.4f} mEh")

# Meeting point of the continuous and discontinuous regimes
phi = (1 + np.sqrt(5)) / 2
u_meet, ep_meet = 2 * phi**-1.5, phi**2.5 / 4


def expansion(u):
    """Coefficients of delta^2 and delta^4 in the electronic energy, t = 1."""
    square = np.linspace(0.005, 0.03, 12)
    zero = electron_curve(np.zeros(1), u, 1.0)[0]
    values = (electron_curve(np.sqrt(square), u, 1.0) - zero) / square
    fit = np.polyfit(square, values, 4)
    return fit[-1], fit[-2]


quadratic, quartic = expansion(u_meet)
assert abs(quadratic + 1 / (2 * ep_meet)) < 1e-5 and abs(quartic) < 1e-3
assert expansion(0.5 * u_meet)[1] > 1e-2 and expansion(2 * u_meet)[1] < -1e-2
print(f"regimes meet at U/t = {u_meet:.4f}, EP/t = {ep_meet:.4f}")

# Configuration diagram of the metastable case
u = 0.026
s = pair[u]
y_trap = 0.5 * (s["x"][0] - s["x"][1])
e_barrier = stationary_e(u)[-2]
barrier = energy_of_e(e_barrier, u)
y_barrier = 0.5 * np.sqrt((e_barrier + u)
                          * (e_barrier + u - 4 * T * T / e_barrier)) / G
scan = adiabatic_curve(np.linspace(0., G * y_trap, 4000), u, T, EP)
assert abs(scan.max() - barrier) < 1e-7
print("Diagram at U=26 mEh: y (bohr); energies in mEh")
print("   y   adiabatic   frozen   bare strain")
for y in (0.0, 0.1, 0.2, 0.3, 0.4, 0.5):
    x = s["x0"] + np.array([y, -y])
    frozen = s["psi"] @ h_electron(x, 2, u) @ s["psi"] + elastic(x) - s["e_flat"]
    adiabatic = total_energy(x, 2, u) - s["e_flat"]
    assert abs(frozen - (s["total"] + K * (y - y_trap)**2)) < 1e-7
    assert frozen >= adiabatic - 1e-12
    print(f"  {y:.1f}  {adiabatic*M:8.4f}  {frozen*M:8.4f}  {K*y*y*M:8.4f}")
print(f"trapped minimum at y = {y_trap:.4f} bohr")
print(f"barrier at y = {y_barrier:.4f} bohr, height {barrier*M:.4f} mEh")


# Spurious U dependence of one carrier in spin-restricted mean field
def restricted_mean_field(u, d_start):
    n = np.array([1 + d_start, 1 - d_start]) / 2
    for _ in range(1000):
        potential = u * n / 2 - G * (G * n / K)
        orbital = np.linalg.eigh(np.diag(potential) - T * (1 - np.eye(2)))[1][:, 0]
        n = orbital**2
    x = G * n / K
    energy = (-2 * T * orbital[0] * orbital[1] + u * np.sum(n * n) / 4
              - G * x @ n + elastic(x))
    return energy, n[0] - n[1]


u = 0.010
mf_energy, mf_d = restricted_mean_field(u, 0.9)
mf_trap = mf_energy - restricted_mean_field(u, 0.0)[0]
ep_mf = EP - u / 4
assert abs(mf_trap + (ep_mf - T)**2 / (2 * ep_mf)) < 1e-10
u_mf = 4 * (EP - T)
assert restricted_mean_field(0.9 * u_mf, 0.9)[1] > 0.1
assert abs(restricted_mean_field(1.2 * u_mf, 0.9)[1]) < 1e-8
print("One carrier, spin-restricted mean field, U=10 mEh:")
print(f" E_ST {mf_trap*M:.4f} mEh, d = {mf_d:.4f}")
print(f" trapping lost (spuriously) at U = {u_mf*M:.2f} mEh")

print("tests ok")
```

Output:

```
hopping t = 10.0 mEh
coupling g = 0.060 hartree/bohr
spring constant K = 0.12 hartree/bohr^2
relaxation energy EP = 15.00 mEh
One carrier, any U (mEh):
 E_loc 3.3333  E_strain 4.1667  E_gain -8.3333
 E_ST -0.8333  d = 0.7454
uniform-mode relaxation, N=1: -7.500 mEh
uniform-mode relaxation, N=2: -30.000 mEh
Two carriers (energies in mEh):
U=10: E_loc 16.7774  E_strain 25.1673  E_gain -50.3347
  E_ST -8.3900  d 1.8318  D 0.9184  D0 0.3787
  E_loc parts: hopping 11.3804  repulsion 5.3969
  e0 15.6155  e* 49.1729  delta* 27.4776
U=20: E_loc 19.3330  E_strain 22.0326  E_gain -44.0651
  E_ST -2.6995  d 1.7140  D 0.8617  D0 0.2764
  E_loc parts: hopping 7.6273  repulsion 11.7058
  e0 12.3607  e* 37.0928  delta* 25.7095
U=24: E_loc 18.9202  E_strain 19.3020  E_gain -38.6041
  E_ST -0.3818  d 1.6042  D 0.8093  D0 0.2428
  E_loc parts: hopping 5.3232  repulsion 13.5970
  e0 11.3238  e* 31.0077  delta* 24.0637
U=26: E_loc 17.2960  E_strain 16.5775  E_gain -33.1549
  E_ST 0.7185  d 1.4867  D 0.7538  D0 0.2275
  E_loc parts: hopping 3.6134  repulsion 13.6826
  e0 10.8537  e* 26.7127  delta* 22.3008
dE_ST/dU at U=20 mEh: 0.5853
symmetric state stable above U = 20.4501 mEh
E_ST changes sign at U_c = 24.6791 mEh = 0.6716 eV
trapped minimum ends at U = 26.8892 mEh
estimate 2EP - t^2/EP = 23.3333 mEh
regimes meet at U/t = 0.9717, EP/t = 0.8325
Diagram at U=26 mEh: y (bohr); energies in mEh
   y   adiabatic   frozen   bare strain
  0.0    0.0000   17.2960    0.0000
  0.1    0.2769    9.5757    1.2000
  0.2    0.7446    4.2554    4.8000
  0.3    0.8048    1.3351   10.8000
  0.4    0.7467    0.8148   19.2000
  0.5    1.5498    2.6945   30.0000
trapped minimum at y = 0.3717 bohr
barrier at y = 0.2590 bohr, height 0.8389 mEh
One carrier, spin-restricted mean field, U=10 mEh:
 E_ST -0.2500 mEh, d = 0.6000
 trapping lost (spuriously) at U = 20.00 mEh
tests ok
```
